# Why finite-difference grid energies can converge from below

## Question

I am testing a real-space grid code on carbon before using it for materials in a chip process. The kinetic energy uses the ordinary three-point second difference along each axis. When I refine the grid, the energy of my test ion goes up. With plane waves, the energy of the same ion goes down as I raise the cutoff.

I had assumed that a finer mesh is a better basis, so that by the variational principle the energy can only fall. Does the rise mean that the code is wrong? If not, how large should the error be at a given spacing, and can I at least rely on the grid energy being a lower bound?

## Answer

A rise on refinement is what the three-point formula should give for a smooth potential, once the grid resolves that potential. The variational principle does not forbid it, because the grid matrix is not the true Hamiltonian restricted to a smaller space. The grid energy is not a guaranteed lower bound either: on a coarse grid, the sampling of the potential can move it in either direction.

I use Hartree atomic units for the derivations, so the kinetic operator is $T=p^2/2$ with $p=-i\,d/dx$, and eV and Å for the numbers.

### What the stencil does to one mode

The three-point kinetic operator with spacing $h$ is

$$T_h f(x)=-\frac{f(x+h)-2f(x)+f(x-h)}{2h^2}.$$

Apply it to $f=e^{ikx}$. The two shifted terms give $(e^{ikh}+e^{-ikh})f=2\cos(kh)\,f$, so

$$T_h e^{ikx}=\frac{1-\cos kh}{h^2}\,e^{ikx}.$$

With $\cos u=1-u^2/2+u^4/24-u^6/720+\dots$ this energy becomes

$$\frac{1-\cos kh}{h^2}=\frac{k^2}{2}-\frac{k^4h^2}{24}+\frac{k^6h^4}{720}-\dots$$

The leading deficit is $k^4h^2/24$. Its sign does not depend on the expansion: $1-\cos u=2\sin^2(u/2)\le u^2/2$ for every real $u$, so no mode gets too much kinetic energy. At the shortest wavelength the grid can carry, $kh=\pi$, the stencil gives $2/h^2$ where the true value is $\pi^2/(2h^2)$, a fraction $4/\pi^2\approx0.41$ of it.

In three dimensions the axes add, and the leading deficit is

$$\frac{h^2}{24}\left(k_x^4+k_y^4+k_z^4\right).$$

This equals $|\mathbf k|^4h^2/24$ only when $\mathbf k$ lies along a grid axis. The wavevectors $(3,0,0)$ and $(2,2,1)$ have the same length, but their sums of fourth powers are 81 and 33. The second deficit should therefore be $33/81=0.407$ of $|\mathbf k|^4h^2/24$. Applying the stencil to the two waves gives 0.995 and 0.407; the first falls slightly short of 1 because of the $k^6$ term.

A particle between hard walls at $x=0$ and $x=L$ shows the consequence without any potential to sample. Let the walls fall on grid points. Since $\sin k(x+h)+\sin k(x-h)=2\cos(kh)\sin kx$, the functions $\sin(n\pi x/L)$ solve the grid problem too. With $k=n\pi/L$ the grid energies are $(1-\cos kh)/h^2$, below the true $k^2/2$, and they rise towards it as $h$ shrinks.

### Why plane waves come from above

A plane-wave calculation takes the true $H$ and minimizes

$$\frac{\langle\psi|H|\psi\rangle}{\langle\psi|\psi\rangle}$$

over combinations of waves below a cutoff. Each trial function is a legitimate state, so the minimum cannot lie below the true ground energy. A higher cutoff keeps all the old waves and adds new ones, so the minimum cannot rise. This needs a fixed Hamiltonian, a fixed cell, accurate matrix elements and nested bases.

The grid calculation minimizes a different expression, in which $T_h$ has replaced $T$. The minimum of a changed functional is not bounded by the minimum of the old one.

Being in real space is not the cause. Take the same points, but let the unknowns multiply piecewise-linear hat functions, each equal to 1 at its own point and 0 at the others. The slopes are $\pm1/h$, so the kinetic matrix elements $\frac12\int\phi_i'\phi_j'\,dx$ are $1/h$ on the diagonal and $-1/(2h)$ between neighbours. That is $h$ times the three-point stencil. The overlaps, however, are $2h/3$ and $h/6$. For coefficients $e^{ikjh}$ the energy is the ratio

$$\frac{(1-\cos kh)/h}{h(2+\cos kh)/3}
=\frac{k^2}{2}\,\frac{1-k^2h^2/12+\dots}{1-k^2h^2/6+\dots}
=\frac{k^2}{2}+\frac{k^4h^2}{24}+\dots$$

The leading error has the same size and the opposite sign. The hat functions form a true variational basis; the finite-difference grid replaces their overlap matrix by $h$ times the identity, samples the potential at the points instead of integrating it, and loses the bound.

### The error of a bound level

Let $\psi$ be a real, normalized, nondegenerate bound state with energy $E$ in a smooth potential $V$. Taylor expansion of the two shifted values gives

$$T_h\psi=-\tfrac12\psi''-\tfrac{h^2}{24}\psi''''+O(h^4).$$

At the grid points, the true state therefore satisfies

$$(T_h+V)\psi=E\psi+\delta,\qquad \delta=-\tfrac{h^2}{24}\psi''''+O(h^4).$$

Let $\varphi$ be the corresponding eigenvector of the grid matrix, with energy $E_h$, and write $(f,g)=h\sum_j f_jg_j$. Take the product of the equation with $\varphi$. The matrix is symmetric, so it can act to the left, where it gives $E_h$:

$$E_h(\varphi,\psi)=E(\varphi,\psi)+(\varphi,\delta),\qquad
E_h-E=\frac{(\varphi,\delta)}{(\varphi,\psi)}.$$

The residual $\delta$ is of order $h^2$. The part of $\psi$ orthogonal to $\varphi$ is at most of the size of $\delta$ divided by the distance from $E$ to the other grid levels, so it is also of order $h^2$. Replacing $\varphi$ by $\psi$ thus changes the result only at order $h^4$:

$$E_h-E=-\frac{h^2}{24}\,\frac{h\sum_j\psi_j\psi_j''''}{h\sum_j\psi_j^2}+O(h^4).$$

The sums can be replaced by integrals. For a smooth, decaying function $f$ with Fourier transform $F(q)=\int f(x)e^{-iqx}dx$, Poisson's summation formula reads

$$h\sum_j f(jh+s)=\sum_m F(2\pi m/h)\,e^{2\pi i ms/h}.$$

The term $m=0$ is the integral. The others involve $F$ at wavevectors $2\pi/h$ and beyond, where it falls faster than any power of $h$ as $h\to0$. Two integrations by parts, with vanishing boundary terms, then give

$$E_h=E-\frac{h^2}{24}\int|\psi''|^2dx+O(h^4)
=E-\frac{h^2}{24}\langle p^4\rangle+O(h^4).$$

The integral is positive, so the level approaches its limit from below. In three dimensions $\langle p^4\rangle$ becomes $\sum_i\langle p_i^4\rangle$. For an s state all directions of $\mathbf p$ are equally likely, and the average of $\cos^4\theta$ is $\frac12\int_{-1}^{1}u^4du=1/5$. Three axes give

$$E_h\simeq E-\frac{h^2}{24}\cdot\frac35\langle p^4\rangle .$$

The result also holds for a smooth nonlocal projector, whose sampled overlaps have the same fast-decaying quadrature error.

### What survives on a coarse grid

When $h$ is comparable with the width of the potential, the terms $m\neq0$ matter and the energy depends on where the atom sits relative to the points. One statement still holds at any $h$, for the ground state of a local potential.

Shift the grid by $s$, with $0\le s<h$, and call its lowest energy $E_h(s)$. Use the true ground state, sampled at the points, as a trial vector for the grid matrix. With $N(s)=h\sum_j\psi(jh+s)^2$, the variational principle for that matrix says

$$N(s)E_h(s)\le h\sum_j\big[\psi(T_h+V)\psi\big](jh+s).$$

Now average over $s$. The shifted points sweep the whole line once, so the average of $h\sum_jf(jh+s)$ is $\int f\,dx$. The average of $N$ is 1, and

$$\overline{N E_h}\le\langle T_h+V\rangle=E+\langle T_h-T\rangle<E.$$

The last step uses the sign found for every mode. If all $E_h(s)$ were at or above $E$, the left side would be at least $E$. So at least one grid position lies below the true energy. Nothing prevents other positions from lying above it.

A Gaussian well of depth 80 eV and width parameter 0.15 Å, $V=-V_0e^{-x^2/2w^2}$, shows both cases. Its converged ground energy is $-27.52$ eV.

- At $h=0.0625$ Å the positions tried agree to the printed digits, at $-27.61$ eV.
- At $h=0.25$ Å they range from $-30.76$ to $-27.90$ eV, all below the limit.
- At $h=0.5$ Å they range from $-55.15$ to $-11.31$ eV, on both sides of it. The weighted mean $\overline{NE_h}$ is $-34.70$ eV, below the limit as required.

The large range follows from what the grid sees. The true well has the integrated strength $80\times0.15\sqrt{2\pi}\approx30$ eV Å. With a point at the centre, the $h=0.5$ Å grid counts about $80\times0.5=40$ eV Å. With the centre midway between two points, each is 0.25 Å away and sees $80\,e^{-(0.25/0.15)^2/2}\approx20$ eV, so the total is about $2\times20\times0.5=20$ eV Å. One position makes the well too strong, the other too weak.

### Numbers for carbon

For a clean test of the mesh, take the free C$^{3+}$ ion: one valence electron in the GTH-PADE carbon pseudopotential, including its nonlocal s projector. The electron moves in the bare pseudopotential, with the Hartree and exchange-correlation terms switched off, so nothing has to be made self-consistent. A density-functional code keeps these terms even for one electron unless told otherwise; in spin-polarized LDA the total energy is then about $-63.65$ eV and the orbital energy about $-57.0$ eV, and the numbers below do not apply. A radial calculation in a sine basis gives the converged level $E=-64.245$ eV and $\langle p^4\rangle=11.729$ atomic units. The coefficient of the law is

$$\frac{1}{24}\cdot\frac35\times11.729=0.2932\ \text{atomic units},$$

which is 28.49 eV/Å$^2$ after conversion. At $h=0.10$ Å the predicted error is $-28.49\times0.0100=-0.285$ eV.

The three-dimensional grid calculations below have the nucleus midway between points and follow the s level, taken as the lowest state that is even in $x$, $y$ and $z$. Errors are relative to the converged radial level.

| $h$ (Å) | grid error (eV) | leading law (eV) |
|---|---|---|
| 0.200 | $-0.998$ | $-1.140$ |
| 0.150 | $-0.728$ | $-0.641$ |
| 0.120 | $-0.451$ | $-0.410$ |
| 0.100 | $-0.304$ | $-0.285$ |
| 0.075 | $-0.166$ | $-0.160$ |

The energy rises at every refinement in this table. Dividing the three smallest-$h$ errors by $h^2$ and extrapolating to $h=0$ gives a deficit coefficient of 28.46 eV/Å$^2$, within about 0.1% of the law.

At 0.10 Å the error exceeds the law by 0.019 eV. Moving the nucleus onto a grid point changes the energy there by only $2.5\times10^{-5}$ eV, so this excess comes from higher orders in the kinetic error. The next term of the mode energy, $+k^6h^4/720$, would reduce the deficit. The state also adapts to the cheaper kinetic energy, which lowers its energy at order $h^4$, and here that is the larger effect.

For the same ion, plane waves give errors of $+1.864$, $+0.413$, $+0.026$ and $+0.002$ eV at cutoffs of 300, 600, 1200 and 1800 eV. The two methods approach the same level from opposite sides.

Coarser grids hold a trap. At $h=0.30$ Å, with the nucleus midway between points, the error is only $-0.019$ eV, although the leading law would give $-28.49\times0.09=-2.56$ eV. With the nucleus on a point, the error at the same spacing is $-13.06$ eV. The good value is thus an accidental cancellation between kinetic and sampling errors. It also belongs to the s level only: on this grid a state odd in at least one coordinate has dropped to about 16 eV below the converged level, so a code that takes the lowest state finds that one instead. Starting from the good value and refining to 0.20 Å makes the s level fall by about 1 eV; it reaches its minimum near 0.195 Å and rises on refinement beyond that. The position of the atom still matters at 0.20 Å, where the error is $-2.41$ eV with the nucleus on a point against $-1.00$ eV midway, and at 0.15 Å, where it is $-0.78$ against $-0.73$ eV. The midway position errs upwards, which fits the 0.20 Å row lying short of the law while the others exceed it.

### How to reduce the error

The leading law asks for a spacing of $\sqrt{0.010/28.49}=0.0187$ Å to bring this level within 0.010 eV. A cube 6 Å wide would then need about 320 points along each edge. Two remedies are cheaper.

The first is extrapolation, once the $h^2$ law holds and the sampling error is negligible. Write $E_h=E-Ah^2$ for $h_1=0.10$ Å and $h_2=0.075$ Å and eliminate $A$:

$$E\simeq E_{h_2}+\frac{h_2^2}{h_1^2-h_2^2}\,(E_{h_2}-E_{h_1}).$$

The grid energies are $-64.549$ and $-64.411$ eV. Their difference is 0.138 eV and the prefactor is $0.005625/0.004375=1.286$, so the estimate is $-64.234$ eV. Its error is $+0.011$ eV, compared with $-0.166$ eV on the finer grid alone. The extrapolated value happens to lie above the limit, so it is not a bound either.

The second remedy is a longer stencil. With five points per axis the mode energy is

$$\frac{1}{h^2}\left[\frac54-\frac43\cos kh+\frac1{12}\cos2kh\right].$$

The constants cancel: $5/4-4/3+1/12=0$. The coefficient of $(kh)^2$ is $2/3-1/6=1/2$, that of $(kh)^4$ is $-1/18+1/18=0$, and that of $(kh)^6$ is $(4/3-64/12)/720=-1/180$. Therefore

$$T_h^{(5)}=\frac{k^2}{2}-\frac{k^6h^4}{180}+\dots$$

The leading error is still negative, but of higher order. For the ion it is $-0.111$ eV at 0.15 Å and $-0.026$ eV at 0.10 Å, against $-0.728$ and $-0.304$ eV with three points. A longer stencil does not cure poor sampling of the potential.

### From this ion to a material

In a density-functional calculation the total energy is stationary with respect to the orbitals. To leading order, its kinetic mesh error is then the change of the functional at fixed orbitals,

$$\Delta E_{\rm tot}\simeq-\frac{h^2}{24}\sum_n f_n\sum_i\langle\psi_n|p_i^4|\psi_n\rangle,$$

where $f_n$ are the occupations. This assumes smooth densities and negligible discretization error in the other energy terms. Under these conditions the total again comes from below. If the code also solves Poisson's equation with a three-point stencil, the electron repulsion acquires its own error of order $h^2$. This error is positive, because the stencil replaces the $k^2$ in the repulsion $4\pi/k^2$ of each density wave by a smaller value, and it must be added. An energy difference between two structures contains the difference of two such sums, which can have either sign, so a formation energy or a barrier may converge from either side. The quantity to converge is the difference you need, with the same spacing and stencil in both structures.

The C$^{3+}$ ion is far from the carbon in a solid. Neutral carbon has four valence electrons, including p electrons, and they screen one another; the coefficient 28.49 eV/Å$^2$ should not be carried over and has to be found for the material itself. The model also has an error that no mesh removes. Its ionization energy, 64.25 eV, is 0.10 eV below the all-electron unrestricted Hartree–Fock value. In the same finite Gaussian basis, coupled-cluster correlation with singles and doubles adds 0.10 eV and scalar relativity 0.03 eV. Together these put the model about 0.23 eV below that all-electron estimate, which still has its own basis error: going from the uncontracted cc-pVTZ basis used here to cc-pVQZ widens the gap by about 0.01 eV, mostly through the correlation term.

For your code, then, the direction of convergence is weak evidence by itself. A sharper check is to plot the energy against $h^2$ in the range where moving the atom relative to the grid no longer matters. With the three-point stencil and a smooth potential, the points should approach a straight line. For a single level in a fixed potential, such as this ion, its slope in atomic units is $-\frac1{24}\sum_i\langle p_i^4\rangle$. For a self-consistent calculation, compare the total energy with the sum over occupied orbitals given above, under the conditions stated there. Do not use a single orbital energy for that check: the self-consistent potential also changes at order $h^2$, so the slope of an orbital energy can differ from this law, even in sign. If the slope agrees, the rise you see is the expected discretization error. The full set of values is in the numerical output below.

## Computed values

```
Deficit over |k|^4 h^2/24, k along (3,0,0): 0.9949
Deficit over |k|^4 h^2/24, k along (2,2,1): 0.4065
Gaussian well: depth 80.0 eV, width 0.15 A, ring 12.0 A
Gaussian well: converged ground energy -27.5240 eV
Well h=0.0625 A: min -27.6145, max -27.6145, weighted mean -27.6145 eV
Well h=0.2500 A: min -30.7572, max -27.9047, weighted mean -29.3396 eV
Well h=0.5000 A: min -55.1495, max -11.3087, weighted mean -34.7005 eV
C3+ pseudopotential level, converged: -64.2451 eV
C3+ kinetic energy: 20.4517 eV
C3+ <p^4>: 11.7292 atomic units
Predicted deficit / h^2: 28.494 eV/A^2
Half-width of the cubic box: 3.00 A
Three-point h=0.200 A: E -65.2433 eV, error -0.9982 eV, law -1.1398 eV
Three-point h=0.150 A: E -64.9727 eV, error -0.7276 eV, law -0.6411 eV
Three-point h=0.120 A: E -64.6959 eV, error -0.4508 eV, law -0.4103 eV
Three-point h=0.100 A: E -64.5489 eV, error -0.3038 eV, law -0.2849 eV
Three-point h=0.075 A: E -64.4111 eV, error -0.1660 eV, law -0.1603 eV
Extrapolated deficit / h^2 from grids: 28.463 eV/A^2
Spacing for a 10 meV error by the leading law: 0.0187 A
Five-point h=0.150 A: error -0.1113 eV
Five-point h=0.100 A: error -0.0256 eV
h=0.300 A, atom midway between points: error -0.0194 eV
h=0.300 A, atom on a point: error -13.0568 eV
Change with atom position at h=0.100 A: 2.51e-05 eV
Plane waves, cutoff 300 eV: E -62.3807 eV, error +1864.402 meV
Plane waves, cutoff 600 eV: E -63.8320 eV, error +413.099 meV
Plane waves, cutoff 1200 eV: E -64.2194 eV, error +25.723 meV
Plane waves, cutoff 1800 eV: E -64.2430 eV, error +2.069 meV
All-electron UHF ionization energy of C3+: 64.348 eV
Pseudopotential model minus UHF: -0.103 eV
CCSD correlation shift: +0.0955 eV
Scalar-relativistic shift: +0.0283 eV
```
